# Electromigration back-stress and the critical current–length product of a barrier-bounded line

A straight metal line of length $L$ carries a steady direct current. At each end it meets a conducting diffusion barrier, which passes electrons but no metal atoms. Electrons enter at the cathode end, $x=0$, and leave at the anode end, $x=L$. They push metal atoms along with them, and the barriers make those atoms pile up. The problem is to find when the resulting stress stops the transport, and when the line fails first.

Conventions: $e>0$ is the elementary charge and $j>0$ is the magnitude of the current density. Electrons move towards $+x$, so the conventional current and the electric field, of magnitude $E=\rho j$ with $\rho$ the resistivity, point towards $-x$. The hydrostatic stress $\sigma$ is positive in tension. $\Omega$ is the volume per atom at zero stress. Temperature $T$, resistivity and cross-section are uniform along the line.

## (a) The force on an atom

**Treat the conduction electrons as free, with mass $m$, density $n$ and Fermi wavenumber $k_F$. A migrating atom scatters them elastically, with a differential cross-section $d\sigma_s/d\omega$ that depends on $k$ and on the scattering angle $\theta$. Find the net force on the atom to first order in $j$.**

An electron scattered from $\mathbf k$ to $\mathbf k'$, with $k'=k$, gives the atom the momentum $\hbar(\mathbf k-\mathbf k')$. With two spin states, the density of electrons in $d^3k$ is $f(\mathbf k)\,d^3k/4\pi^3$. Their speed is $v=\hbar k/m$, and the final state must be empty. The force is therefore

$$\mathbf F=\int\!\frac{d^3k}{4\pi^3}\,v\int\! d\omega'\,\frac{d\sigma_s}{d\omega}\,\hbar(\mathbf k-\mathbf k')\,f(\mathbf k)\,[1-f(\mathbf k')].$$

Consider the term with $f(\mathbf k)f(\mathbf k')$. At fixed $k$ the integration runs over both directions with equal weight. The cross-section and the product $ff'$ are unchanged when $\mathbf k$ and $\mathbf k'$ are exchanged, while $\mathbf k-\mathbf k'$ changes sign. The term vanishes, so Pauli blocking drops out of the net force.

In the remaining term, averaging $\mathbf k'$ over the azimuth about $\mathbf k$ leaves $\mathbf k\cos\theta$. Hence

$$\mathbf F=\int\!\frac{d^3k}{4\pi^3}\,f(\mathbf k)\,v\,\hbar\mathbf k\,\sigma_{tr}(k),\qquad \sigma_{tr}=\int(1-\cos\theta)\frac{d\sigma_s}{d\omega}\,d\omega .$$

The current displaces the Fermi sphere by a small $q$ along $+x$. With $\alpha$ the angle between $\mathbf k$ and the $x$ axis, and at temperatures far below the Fermi temperature,

$$f\simeq f_0-q\,\frac{\partial f_0}{\partial k_x}=f_0+q\cos\alpha\;\delta(k-k_F).$$

The isotropic part $f_0$ gives no force. The second part gives, with $v_F=\hbar k_F/m$ and $\int\cos^2\alpha\,d\omega=4\pi/3$,

$$F_w=\frac{1}{4\pi^3}\,k_F^2\,q\,v_F\,\hbar k_F\,\sigma_{tr}\,\frac{4\pi}{3}=\frac{k_F^3}{3\pi^2}\,\hbar q\,v_F\,\sigma_{tr}=n\hbar q\,v_F\,\sigma_{tr},$$

where $\sigma_{tr}$ is taken at $k_F$ and $n=k_F^3/3\pi^2$. The electron number flux is $j/e=n\hbar q/m$. Eliminating $q$,

$$F_w=\hbar k_F\,\sigma_{tr}\,\frac{j}{e}.$$

This is the electron wind: number flux times transport cross-section times Fermi momentum. It points towards the anode.

The field also acts directly on the ion. Writing this force as $Z_d\,eE$ defines the direct valence $Z_d$; for $Z_d>0$ it points along the field, towards $-x$. To compare the two forces, write $F_w=Z_w\,e\rho j$ with

$$Z_w=\frac{\hbar k_F\sigma_{tr}}{e^2\rho}.$$

The net force towards the anode is then

$$f=(Z_w-Z_d)\,e\rho j=|Z^*|\,e\rho j,\qquad Z^*=Z_d-Z_w .$$

The last form assumes $Z^*<0$, that is, that the wind wins. If $Z^*$ were positive, atoms would drift towards the cathode and the two ends would exchange roles in all that follows. Parts (b) to (e) need only the value of $Z^*$, whatever its origin, except for a remark at the end of part (d) that uses the free-electron result. Part (f) computes $Z^*$ from the free-electron model.

## (b) The atomic flux in a stressed line

**Find how the chemical potential of an atom depends on $\sigma$, and obtain the atomic flux $J$ when both the wind and a stress gradient act.**

Take a small cell of fixed volume $V$ holding $N$ atoms, with free energy $F=N\varphi(v)$ and $v=V/N$. The tension is $\sigma=\partial F/\partial V=\varphi'(v)$. Adding an atom at fixed $V$ costs

$$\mu=\left.\frac{\partial F}{\partial N}\right|_V=\varphi+N\varphi'\left(-\frac{V}{N^2}\right)=\varphi-v\sigma .$$

Its differential is $d\mu=\varphi'dv-\sigma\,dv-v\,d\sigma=-v\,d\sigma$. With the bulk modulus $B$, $v=\Omega(1+\sigma/B+\dots)$, and integration from zero stress gives

$$\mu=\mu_0-\Omega\sigma-\frac{\Omega\sigma^2}{2B}+\dots$$

The quadratic term is smaller than the linear one by the factor $\sigma/2B$, which is $0.001$ at 200 MPa for $B=100$ GPa. It is dropped. An atom is thus at lower chemical potential where the metal is in tension.

Atoms move by changing places with vacancies. Let grain boundaries and dislocations keep the vacancies in local equilibrium, so that their own chemical potential is zero everywhere; the driving force then comes from $\mu$ and the net force $f$ of part (a) alone. In a jump of length $a$ towards $+x$ this force does work $fa$, and $\mu$ changes by $a\,\partial\mu/\partial x=-a\Omega\,\partial\sigma/\partial x$. The net drop in free energy is

$$\Delta=a\left(f+\Omega\frac{\partial\sigma}{\partial x}\right).$$

Forward and backward rates must have the ratio $e^{\Delta/kT}$. Take them as $\Gamma e^{\pm\Delta/2kT}$, where $\Gamma$ includes the chance that a vacancy is available. A lattice plane holds $a/\Omega$ atoms per unit area, so

$$J=\frac{a}{\Omega}\,2\Gamma\sinh\frac{\Delta}{2kT}\simeq\frac{a\Gamma}{\Omega}\frac{\Delta}{kT}=\frac{D}{\Omega kT}\left(f+\Omega\frac{\partial\sigma}{\partial x}\right),\qquad D=\Gamma a^2,$$

valid for $|\Delta|\ll kT$. The stress term drives atoms towards greater tension.

## (c) Zero flux

**Find the steady stress difference between the ends. Does the balance by itself select a critical value of $jL$?**

In a steady state the atomic concentration $c$ is constant in time. Continuity, $\partial c/\partial t=-\partial J/\partial x$, then makes $J$ the same at every $x$. The barriers make it zero at the ends, so it is zero throughout. Since $D>0$, the bracket in the flux must vanish:

$$\frac{d\sigma}{dx}=-\frac{f}{\Omega}=-\frac{|Z^*|e\rho j}{\Omega}.$$

The gradient is uniform because $f$ and $\Omega$ are. Integrating from $0$ to $L$,

$$\sigma(0)-\sigma(L)=\frac{|Z^*|\,e\rho}{\Omega}\,jL .$$

The cathode end is the more tensile one, since atoms have left it. The diffusivity has cancelled, even if it varies with stress along the line: it affects how soon the balance is reached, not the balance itself.

The balance does not select a critical product. Within this linear theory a larger $jL$ merely produces a larger stress difference, and the flux still vanishes. A critical value needs a second ingredient, a limit to the stress that the line can bear.

## (d) The critical product of an intact line

**The line starts at uniform stress $\sigma_0$. A void opens at the cathode if the tension there exceeds $\sigma_v$, and metal is extruded at the anode if the compression there exceeds $\sigma_e$ (both limits positive). Find the largest $jL$ that the line survives.**

Only the stress difference is known so far. The end values follow from conservation of atoms. In a line held by stiff surroundings, adding atoms lowers the tension. For small changes $\sigma-\sigma_0=-B_c(c-c_0)/c_0$, where $c_0=1/\Omega$ to leading order and $B_c$ is the effective modulus of the confined line, taken as uniform. No atoms leave, so $\int_0^L(c-c_0)\,dx=0$ and the mean stress stays at $\sigma_0$. The straight line with the slope found above and this mean is

$$\sigma(x)=\sigma_0+\frac{f}{\Omega}\left(\frac L2-x\right).$$

The steady state decides the matter only if the stress does not overshoot on the way. Define $g=\partial\sigma/\partial x+f/\Omega$, so that $J=Dg/kT$. Continuity gives

$$\frac{\partial\sigma}{\partial t}=-\frac{B_c}{c_0}\frac{\partial c}{\partial t}=B_c\Omega\,\frac{\partial J}{\partial x}=\kappa\,\frac{\partial g}{\partial x},\qquad \kappa=\frac{DB_c\Omega}{kT}.$$

For uniform $D$, differentiating in $x$ gives the diffusion equation $\partial g/\partial t=\kappa\,\partial^2g/\partial x^2$. Here $g=0$ at both ends, and $g=f/\Omega$ initially. Such a solution stays between $0$ and $f/\Omega$. Because $g$ is zero at $x=0$ and not negative inside, $\partial g/\partial x\ge0$ there, and the cathode tension can only rise. By the same argument the anode stress can only fall. Because $g\le f/\Omega$, $\partial\sigma/\partial x\le0$, so the extreme stresses are always at the ends. The final end values are therefore the ones to compare with the limits:

$$\sigma_0+\frac{fL}{2\Omega}\le\sigma_v,\qquad -\sigma_0+\frac{fL}{2\Omega}\le\sigma_e .$$

Both hold if $fL/\Omega\le\Delta\sigma_c$ with

$$\Delta\sigma_c=2\min(\sigma_v-\sigma_0,\ \sigma_e+\sigma_0).$$

Inserting $f=|Z^*|e\rho j$ gives Blech's critical product,

$$(jL)_c=\frac{\Omega\,\Delta\sigma_c}{|Z^*|\,e\rho}.$$

The two arguments of the minimum add up to $\sigma_v+\sigma_e$, whatever $\sigma_0$ is. Hence $\Delta\sigma_c$ is at most $\sigma_v+\sigma_e$, and it reaches this value when the arguments are equal, at $\sigma_0=(\sigma_v-\sigma_e)/2$. At any other initial stress one end fails while the other still has strength in reserve. Residual tension from processing, for instance, uses up part of the margin against voiding.

If the wind dominates, $|Z^*|\simeq Z_w$, and part (a) gives $(jL)_c\simeq e\Omega\,\Delta\sigma_c/(\hbar k_F\sigma_{tr})$. The resistivity has dropped out, because the wind depends on the electron flux and not on the field that maintains it.

## (e) A line that already has a void

**Suppose a void separates the metal from the cathode barrier, while current still reaches the metal through a conducting liner. Neglect the surface energy of the void and its length compared with $L$. Find the new threshold and the drift velocity above it.**

The void surface is free, so $\sigma(0)=0$. This replaces conservation of the mean stress, since the void can supply atoms to the rest of the line. At zero flux $\sigma(x)=-fx/\Omega$, and the anode compression is $fL/\Omega$. This final value decides the matter only if it is not overshot on the way. For uniform $D$, the quantity $w=\sigma+fx/\Omega$ obeys the diffusion equation with $w=0$ at the void and $\partial w/\partial x=0$ at the anode, and it decays to zero. If $w\ge0$ at the start it stays so, and the anode compression $fL/\Omega-w(L)$ never exceeds $fL/\Omega$. This covers a uniform initial stress $\sigma_0\ge0$. It also covers a void that opens in an intact line, where $\partial w/\partial x=g\ge0$ makes $w\ge\sigma_v$ at that moment. A line that starts in strong compression is different: for $\sigma_0<-2fL/\pi\Omega$ the slowest diffusion mode of $w$ is negative, and the anode compression passes above $fL/\Omega$ before it settles. Apart from that case, the anode holds if $fL/\Omega$ does not exceed $\sigma_e$, which gives

$$(jL)_d=\frac{\Omega\,\sigma_e}{|Z^*|\,e\rho}.$$

Above this product, extrusion pins the anode at $\sigma(L)=-\sigma_e$ and atoms flow steadily. For uniform $D$, a uniform flux requires a uniform gradient, $-\sigma_e/L$. The metal edge at the void recedes with velocity $u=J\Omega$:

$$u=\frac{D}{kT}\left(f-\frac{\Omega\sigma_e}{L}\right)=\frac{Df}{kT}\left[1-\frac{(jL)_d}{jL}\right].$$

For $jL\gg(jL)_d$ the back-stress is unimportant and $u\to Df/kT$. This velocity holds while the void is short. As the void grows, the remaining metal shortens and its back-stress gradient steepens. At fixed $j$ the drift therefore slows, and its velocity tends to zero as the product of $j$ and the remaining metal length approaches $(jL)_d$. Below threshold the formula would give a negative velocity, but it does not apply there: the anode no longer yields, its compression settles at $fL/\Omega<\sigma_e$, and the drift stops.

If $D$ depends on stress, write $f+\Omega\,d\sigma/dx=J\Omega kT/D$ and integrate along the line. This gives $fL-\Omega\sigma_e=J\Omega kT\int_0^L dx/D$. The threshold is unchanged, and $D$ in the velocity becomes its harmonic mean over the line.

The two thresholds can come in either order. If $2\min(\sigma_v-\sigma_0,\sigma_e+\sigma_0)>\sigma_e$, there is a range of $jL$ in which an intact line is safe but one with a short void drifts and extrudes metal at the anode. If voiding sets the intact limit and $2(\sigma_v-\sigma_0)<\sigma_e$, there is a range in which a void forms but stops growing without any extrusion at the anode.

## (f) Numbers

**Take $\Omega=0.012$ nm³, one conduction electron per atom, $\sigma_{tr}=0.003$ nm², $Z_d=1$, $\rho=30$ nΩ m, $\sigma_0=50$ MPa, $\sigma_v=200$ MPa, $\sigma_e=250$ MPa, $T=500$ K, $D=10^{-16}$ m²/s and $j=10^{10}$ A/m². Compare lines of 10, 15 and 20 µm.** These are round model values, not data for a particular metal. The velocities below take $D$ as uniform. That is a rough assumption here, since $\Omega\sigma_e/kT=0.43$. If $D\propto e^{\Omega\sigma/kT}$, with the value above at zero stress, the harmonic mean of part (e) lowers the void velocities of the 15 and 20 µm lines by about a fifth. The thresholds and the final void lengths do not change.

With $n=1/\Omega$, $k_F=(3\pi^2/\Omega)^{1/3}=13.51$ nm⁻¹. Then

$$Z_w=\frac{\hbar\,(13.51\ \text{nm}^{-1})(0.003\ \text{nm}^2)}{e^2\,(30\ \text{nΩ m})}=5.55,\qquad Z^*=1-5.55=-4.55 .$$

The force is $f=4.55\,e\rho j=2.19\times10^{-16}$ N, and the stress gradient is $f/\Omega=18.23$ MPa/µm.

For the intact line $\Delta\sigma_c=2\min(150,300)=300$ MPa, so voiding sets the limit. The critical length is $300/18.23=16.5$ µm. Multiplied by $j$, this gives

$$(jL)_c=1.65\times10^5\ \text{A/m}=1650\ \text{A/cm}.$$

For the voided line the critical length is $250/18.23=13.7$ µm, and $(jL)_d=1.37\times10^5$ A/m $=1370$ A/cm.

- **10 µm.** The end stresses are $50\pm18.23\times5$, that is, 141 MPa at the cathode and $-41$ MPa at the anode. The line is below both thresholds: no void opens, and no metal is extruded even if a void is already present. An existing void still grows until the back-stress is built, by $L(\sigma_0+fL/2\Omega)/B_c$, about 14 nm for $B_c=100$ GPa. Whether the resulting rise in resistance is tolerable lies outside this model.
- **15 µm.** The cathode would reach 187 MPa, below 200 MPa, so an intact line survives. With a void present it is above the second threshold. The free drift velocity is $Df/kT=11.4$ nm/h, and once the anode extrudes a short void grows at $11.4\,(1-13.71/15)=0.98$ nm/h. The growth slows as the metal shortens, and the void gradually approaches a final length of 1.3 µm, with 13.7 µm of metal left. The fate of this line depends on its history.
- **20 µm.** The cathode would need 232 MPa to stop the flux, so a void opens first. Once the anode extrudes, the void grows at $11.4\,(1-13.7/20)=3.6$ nm/h while it is still short. If the current is maintained, the void gradually approaches a final length of 6.3 µm.

The numerical output compares these formulas with a hopping model that has a nonlinear equation of state and does not assume the linear flux law. For blocked lines, its jump rates also depend on stress. In the 10 µm line the two stress profiles differ by at most 0.11 MPa. The critical products for initial stresses of 50 and $-100$ MPa, where the cathode and the anode fail first respectively, agree with the formula to about 0.2 % of its value.

At the threshold of the voided line the hopping model leaves a flux of 0.0012 of the free drift, not zero. The quadratic term dropped in part (b) accounts for this. It makes the chemical potential difference between the ends $\Omega\sigma_e(1-\sigma_e/2B)$, and with $B=100$ GPa the back-stress is weaker by the fraction $250/(2\times10^5)=0.00125$.

## (g) When the criterion fails

**Which assumptions, if broken, remove the protection of a short line?**

The zero-flux state needs ends that are closed to atoms. If a barrier leaks, $J$ need not vanish there, and the argument of part (c) is lost. It also needs surroundings that hold the stress. If the confinement creeps, the back-stress relaxes and atoms keep moving at a $jL$ that the elastic theory calls safe.

Uniformity matters too. If $\rho$ or $Z^*$ varies along the line, force balance gives $\sigma(0)-\sigma(L)=\Omega^{-1}\int_0^L f\,dx$, so the stress difference is set by an integral instead of the product $jL$, and the profile is no longer straight. In an intact line the two end stresses then also depend on where the force is strong: for the same integral, a force concentrated near the cathode gives a higher tension there. Finally, if the current heats the line appreciably, $\rho$ and the stress limits can change with $j$. Two lines with the same $jL$ but different $j$ then need not share the same fate.

## Computed values

```
Atomic volume: 0.012 nm^3
Resistivity: 30 nOhm m
Transport cross section: 0.003 nm^2
Direct valence: 1
Bulk modulus: 100 GPa
Temperature: 500 K
Atomic diffusivity: 1e-16 m^2/s
Initial stress: 50 MPa
Tensile limit: 200 MPa
Compressive limit: 250 MPa
Current density: 1e+10 A/m^2
Fermi wavenumber: 13.513 1/nm
Wind valence: 5.5514
Effective valence Z*: -4.5514
Net force on an atom: 2.1876e-16 N
Stress gradient magnitude: 18.23 MPa/um
Intact line, sustained stress difference: 300 MPa
Intact line, critical product: 1.6456e+05 A/m
Intact line, critical product converted: 1645.6 A/cm
Intact line, critical length: 16.456 um
Voided line, critical product: 1.3713e+05 A/m
Voided line, critical product converted: 1371.3 A/cm
Voided line, critical length: 13.713 um
10 um line, cathode stress, formula: 141.15 MPa
10 um line, anode stress, formula: -41.152 MPa
10 um line, cathode stress, hopping model: 141.04 MPa
10 um line, anode stress, hopping model: -41.175 MPa
10 um line, largest profile difference: 0.11064 MPa
15 um intact line, cathode stress: 186.73 MPa
20 um intact line, cathode stress without failure: 232.3 MPa
Drift velocity without back-stress: 11.408 nm/h
15 um voided line, drift velocity: 0.97853 nm/h
20 um voided line, drift velocity: 3.586 nm/h
Critical product, hopping model, initial stress 50 MPa: 1.6485e+05 A/m
Critical product, formula, initial stress -100 MPa: 1.6456e+05 A/m
Critical product, hopping model, initial stress -100 MPa: 1.6419e+05 A/m
Initial stress at which both limits meet: -25 MPa
Wind test, integrated force / formula: 0.99983
Wind test, force with / without Pauli blocking: 1
Chemical potential test, change / (-Omega stress) at 200 MPa: 1.001
Drift flux fraction, hopping model, at 1.00 x critical: 0.0012
Drift flux fraction, hopping model, at 1.25 x critical: 0.2010
Drift flux fraction, hopping model, at 2.00 x critical: 0.5006
```
